# Does normal energy alone fix tunnelling when barrier and electrode masses differ?

**Question**

I am estimating the tunnelling current between two metal electrodes separated by 10 nm of undoped In$_{0.53}$Ga$_{0.47}$As. The conduction-band edge in the layer lies 0.20 eV above the Fermi level. I use a mass of $0.041\,m_0$ in the layer and $m_0$ in the metal.

My code calculates the transmission at normal incidence as a function of energy. For an electron arriving at an angle, I subtract its transverse kinetic energy and look up the transmission at the remaining "normal energy". The barrier varies only along $z$, so the transverse motion should be a spectator. Is this lookup valid with two different masses? If not, how much does it change the conductance?

**Answer**

The lookup is valid for equal masses. With your masses it fails, because the transverse wavevector is conserved but the transverse kinetic energy is not.

**The effective barrier**

Take identical electrodes with an isotropic parabolic band of mass $m_e$, and measure energy from their band bottom. Let the barrier be flat, with band edge $U$, thickness $d$ and isotropic mass $m_b$. If the interfaces are smooth, the total energy $E$ and the transverse wavevector $k_t$ are conserved. The wave along $z$ obeys

$$
-\frac{\hbar^2}{2}\frac{d}{dz}\left(\frac1m\frac{d\psi}{dz}\right)
+\left(V+\frac{\hbar^2k_t^2}{2m}\right)\psi=E\psi ,
$$

where $m$ and $V$ take their local values. The transverse term contains the local mass, so it is not a constant that can be subtracted everywhere.

In the electrode, define

$$
E_t=\frac{\hbar^2k_t^2}{2m_e},\qquad
E_z=E-E_t=\frac{\hbar^2k_z^2}{2m_e}.
$$

In the barrier the wave varies as $e^{\pm\kappa z}$, and the equation gives

$$
E=U+\frac{\hbar^2k_t^2}{2m_b}-\frac{\hbar^2\kappa^2}{2m_b}.
$$

Solve for the term in $\kappa^2$, then insert $E=E_z+E_t$ and $\hbar^2k_t^2/2m_b=(m_e/m_b)E_t$:

$$
\frac{\hbar^2\kappa^2}{2m_b}
=U-E+\frac{\hbar^2k_t^2}{2m_b}
=U-E_z+\left(\frac{m_e}{m_b}-1\right)E_t .
$$

The right-hand side is the effective barrier. On entering a lighter material at the same $k_t$, the electron needs more transverse kinetic energy. Its total energy is fixed, so less is left for motion along $z$.

At fixed normal energy there are three cases:

- If $m_b<m_e$, the effective barrier rises with $k_t$.
- If $m_b=m_e$, it does not depend on $k_t$, and your lookup is correct.
- If $m_b>m_e$, it falls. It reaches zero at $E_t=(U-E_z)/(1-m_e/m_b)$, beyond which the wave propagates through the layer.

The comparison must say what is held fixed. At fixed total energy,

$$
\kappa^2=\kappa_0^2+k_t^2,\qquad
\kappa_0^2=\frac{2m_b(U-E)}{\hbar^2},
$$

so the barrier rises by $\hbar^2k_t^2/2m_b$ whatever the electrode mass.

**Does a higher effective barrier always reduce the transmission?**

The matching at the interfaces also depends on the masses, so this needs a check. Integrating the wave equation across an interface shows that $\psi$ and $(1/m)\,d\psi/dz$ are continuous. Let the incident amplitude be 1, the reflected amplitude $r$, and the transmitted wave $t\,e^{ik_z(z-d)}$. With

$$
\eta=\frac{\kappa m_e}{m_bk_z},
$$

the barrier wave that satisfies both conditions at $z=d$ is

$$
\psi=t\left[\cosh\kappa(z-d)+\frac{i}{\eta}\sinh\kappa(z-d)\right].
$$

At $z=0$, continuity of $\psi$ gives

$$
1+r=t\left[\cosh\kappa d-\frac{i}{\eta}\sinh\kappa d\right].
$$

Continuity of $(1/m)\,d\psi/dz$, divided by $ik_z/m_e$, gives

$$
1-r=t\left[\cosh\kappa d+i\eta\sinh\kappa d\right].
$$

Adding the two removes $r$:

$$
2=t\left[2\cosh\kappa d+i\left(\eta-\frac1\eta\right)\sinh\kappa d\right].
$$

The electrodes are identical, so $T=|t|^2$. Using $\cosh^2x=1+\sinh^2x$ and $1+\frac14(\eta-1/\eta)^2=\frac14(\eta+1/\eta)^2$,

$$
T=\frac{1}{1+\frac14\left(\eta+\frac1\eta\right)^2\sinh^2\kappa d}.
$$

Fixed $E_z$ means fixed $k_z$, so write $\eta=c\kappa$ with $c=m_e/(m_bk_z)$ constant. Then

$$
\left(\eta+\frac1\eta\right)\sinh\kappa d
=c\kappa\sinh\kappa d+\frac{\sinh\kappa d}{c\kappa}.
$$

The first term grows with $\kappa$. So does the second: the derivative of $\sinh x/x$ has the sign of $x\cosh x-\sinh x$, which is zero at $x=0$ and has derivative $x\sinh x>0$. Thus, as long as the effective barrier is positive, $T$ falls as it rises, for any thickness in this model.

**Your layer, state by state**

I take an electrode Fermi energy of 5 eV, so $U=5.20$ eV. The mass ratio is $m_e/m_b=24.39$, and the effective barrier rises by $23.39\,E_t$. For $k_t=0.3\ \mathrm{nm^{-1}}$,

$$
E_t=0.03810\times0.3^2\ \mathrm{eV}=3.43\ \mathrm{meV},\qquad
23.39\times3.43\ \mathrm{meV}=80.2\ \mathrm{meV}.
$$

With the normal energy held at 5 eV:

| $k_t$ (nm$^{-1}$) | Effective barrier (eV) | $T$ |
|---:|---:|---:|
| 0.0 | 0.200 | $3.74\times10^{-4}$ |
| 0.2 | 0.236 | $1.68\times10^{-4}$ |
| 0.3 | 0.280 | $6.64\times10^{-5}$ |
| 0.4 | 0.343 | $2.00\times10^{-5}$ |

Your lookup would give the first value of $T$ in every row. A finite-difference solution of the wave equation, with neither $\kappa$ nor the matching conditions put in, tests the barrier shift through the decay of $T$ with thickness. It gives 80.20 meV at $k_t=0.3\ \mathrm{nm^{-1}}$, as the formula does. For a heavier barrier mass of $2m_0$ and $k_t=1\ \mathrm{nm^{-1}}$, both give $-19.05$ meV.

**What happens to the conductance**

Including spin, the current density is

$$
J=2e\int_{k_z>0}\frac{d^3k}{(2\pi)^3}\,v_z\,T\,(f_L-f_R),
$$

where $f_L$ and $f_R$ are the Fermi functions of the two electrodes. At fixed $k_t$, $v_z\,dk_z=dE/\hbar$. At zero temperature and small bias $V$, the occupations differ over an energy window $eV$ at the Fermi energy. The conductance per area is therefore

$$
G=\frac{2e^2}{h}\int\frac{d^2k_t}{(2\pi)^2}\,T(E_F,k_t).
$$

All these states have the same total energy, so the correct decay constant obeys $\kappa^2=\kappa_0^2+k_t^2$. Your lookup takes the normal-incidence transmission at energy $E_F-E_t$, which amounts to

$$
\kappa_{\rm lookup}^2
=\frac{2m_b}{\hbar^2}(U-E_F+E_t)
=\kappa_0^2+\frac{m_b}{m_e}k_t^2 .
$$

With your masses, this makes the decay grow too slowly with $k_t$. Both calculations use the same $k_z=(k_F^2-k_t^2)^{1/2}$, where $k_F$ is the electrode Fermi wavevector. If $k_z\approx k_F$ over the contributing states, $T$ depends on $k_t$ through $\kappa$ alone. Substituting $q=(m_b/m_e)^{1/2}k_t$ in the lookup integral then turns it into the correct one, multiplied by $m_e/m_b$ from $d^2k_t=(m_e/m_b)\,d^2q$. Hence

$$
\frac{G_{\rm lookup}}{G}\approx\frac{m_e}{m_b},
$$

provided both integrals converge well inside the Fermi surface.

For a thick barrier the correct integral has a closed form. There $\sinh^2\kappa d\approx e^{2\kappa d}/4$ is large, so $T\approx P e^{-2\kappa d}$ with $P=16\eta^2/(1+\eta^2)^2$. Hold $P$ at its value for $k_t=0$ and use $k_t\,dk_t=\kappa\,d\kappa$:

$$
\begin{aligned}
G&\approx\frac{2e^2}{h}\frac{P}{2\pi}
\int_{\kappa_0}^{\infty}\kappa e^{-2\kappa d}\,d\kappa\\
&=\frac{2e^2}{h}\,P e^{-2\kappa_0d}\,
\frac{\kappa_0}{4\pi d}\left(1+\frac{1}{2\kappa_0d}\right).
\end{aligned}
$$

For your layer,

$$
\kappa_0=\sqrt{\frac{0.041\times0.20}{0.03810}}\ \mathrm{nm^{-1}}
=0.464\ \mathrm{nm^{-1}},
$$

so $2\kappa_0d=9.28$, and $P=4.00$. The closed form gives $1.18\times10^4\ \mathrm{S/cm^2}$. Numerical integration of the full $T$ gives $1.16\times10^4\ \mathrm{S/cm^2}$, about 2% less. The agreement is this close because $\eta=0.99$ puts $P$ near its maximum, where it hardly changes with $k_t$; with an electrode Fermi energy of 2.5 eV the closed form is 9% too high, and with 10 eV it is 5% too low.

The corresponding specific resistance is $8.6\times10^{-5}\ \Omega\,\mathrm{cm^2}$. Your lookup gives $3.5\times10^{-6}\ \Omega\,\mathrm{cm^2}$, which is too low by a factor of 24.3. With all else held fixed, the factor is 24.2 at 5 nm and 24.4 at 20 nm, so a thicker barrier does not cure the error.

The conditions on $k_t$ are met here. The root-mean-square $k_t$, weighted by transmission, is 0.23 nm$^{-1}$ in the correct integral and 1.16 nm$^{-1}$ in the lookup, against $k_F=11.5\ \mathrm{nm^{-1}}$. In the opposite limit, with $m_b\le m_e$ and a Fermi surface so small that $k_F\ll\kappa_0$ and $k_F^2d/\kappa_0\ll1$, both rules have $\kappa d\approx\kappa_0d$ for every occupied state, and the conductance ratio tends to 1.

**How far to trust the absolute resistance**

Your values are in the regime of a short III-V transistor channel with metallic source and drain, but they are rough, as is my electrode Fermi energy. At 77 K, the parabolic band and the neglect of image forces are the weakest of the assumptions sized here. A two-band model with a gap of about 0.80 eV multiplies $\kappa_0^2$ by $1-0.20/0.80=0.75$, which raises the exponential factor in the conductance 3.5 times. Image-force lowering, estimated separately with a relative permittivity of 11.6, raises it 2.4 times. These are factors on the exponential alone. The full conductance rises about 2.9 times in the two-band model (with the energy-dependent mass in the matching), and 1.9 to 2.4 times with image forces, as the cut-off of the divergent image potential at the interfaces is moved from the Fermi level to 1 eV below it. Each effect lowers the resistance; I have not calculated them together. Image forces alone leave the factor of 24 nearly unchanged: with a constant mass in the layer and $k_z\approx k_F$, the substitution above works for any barrier profile $V(z)$. A two-band model does change the factor, because $\kappa^2$ is then no longer linear in energy. At the Fermi level its slope is $1-2\times0.20/0.80=0.5$ of the parabolic one, so the lookup's decay grows still more slowly with $k_t$. The overestimate becomes about 50 counting only states with $E_t<0.2$ eV and about 74 up to 0.4 eV, and it keeps growing as the lookup energy passes midgap toward the valence band. For the real alloy, 24 is therefore an underestimate of the error. The $k_t^2$ term at fixed total energy does survive in any isotropic band, because there the energy depends on $k_t^2-\kappa^2$ alone.

Temperature matters less at 77 K: tunnelling is 4% stronger than at 0 K, and the current over the barrier is negligible. At 300 K it matters about as much as the image forces: the model conductance is 2.3 times its 0 K value, and about 15% of it comes from electrons with total energy above the band edge $U$. Real interfaces may also scatter electrons between different $k_t$, and real metals are not free-electron gases. Scattering is not sized here. For the metal, I varied only the electrode Fermi energy, with the barrier above it held at 0.20 eV. Doubling it lowers the conductance by 5%, a small change because 5 eV lies near the maximum of $P$; halving it lowers the conductance by 16%, and 1 eV halves it. The lookup factor stays between 23.6 and 24.4 over this range. The remaining estimates are in the numerical output.

**What to change in your code**

Store $T(E,k_t)$ instead of $T(E_z)$, and integrate over both variables:

$$
J=\frac{2e}{h}\int dE\,[f_L(E)-f_R(E)]
\int\frac{d^2k_t}{(2\pi)^2}\,T(E,k_t).
$$

For each pair, calculate $k_z$ with the electrode mass and $\kappa$ with the barrier mass, keeping $E$ and $k_t$ the same in both regions.

## Computed results

```
Electrode mass 1.000 m0, barrier mass 0.041 m0
Fermi energy 5.00 eV, barrier above it 0.20 eV
Thickness 10.0 nm, temperature 77 K
hbar^2/(2 m0) = 0.03810 eV nm^2; mass ratio me/mb = 24.39
kappa0 = 0.4639 1/nm; 2 kappa0 d = 9.278
Electrode kF = 11.456 1/nm; eta = 0.988; P = 3.999
Fixed normal energy 5 eV: kt (1/nm), transverse energy in electrode
(meV), effective barrier (eV), T formula, T lattice
  0.0  0.000  0.2000  3.735e-04  3.735e-04
  0.1  0.381  0.2089  3.045e-04  3.045e-04
  0.2  1.524  0.2356  1.682e-04  1.682e-04
  0.3  3.429  0.2802  6.636e-05  6.635e-05
  0.4  6.096  0.3426  1.995e-05  1.995e-05
Barrier shift from lattice: mb (m0), kt (1/nm), found, formula (meV)
  0.041  0.3  80.20  80.20
  1.000  1.0  -0.00  0.00
  2.000  1.0  -19.05  -19.05
Fixed total energy 5 eV: kt (1/nm), correct T, normal-energy-rule T
  0.0  3.735e-04  3.735e-04
  0.2  1.628e-04  3.606e-04
  0.4  1.783e-05  3.247e-04
rms kt: correct 0.234, rule 1.155 1/nm
Conductance at 0 K, correct: 1.163e+04 S/cm^2
Conductance at 0 K, closed form: 1.184e+04 S/cm^2
Conductance at 0 K, rule: 2.832e+05 S/cm^2
Specific resistance, correct: 8.596e-05 ohm cm^2
Specific resistance, rule: 3.531e-06 ohm cm^2
Overestimate by rule at 5 nm: factor 24.21
Overestimate by rule at 10 nm: factor 24.34
Overestimate by rule at 20 nm: factor 24.38
Neglected effects (factors multiply the conductance):
  two-band exponent, gap 0.80 eV: factor 3.47
  image force, permittivity 11.6: factor 2.36
  tunnelling at 77 K relative to 0 K: factor 1.037
  over-barrier share at 77 K: 2.4e-11
  over-barrier share at 300 K: 0.152
  thickness variation 0.3 nm rms: factor 1.049
  donors 1e+16 1/cm^3: band bending 0.162 meV
  electrode Fermi energy 10 eV: factor 0.948
  L valley (+0.5 eV, 0.1 m0): decay exponent 27.1
```
